\section*{Why positive gate stress can lower the threshold of n-type transistors}

\section*{Question}

I am trying to understand bias stress in an n-type thin-film transistor, say amorphous In-Ga-Zn-O on silicon dioxide. A positive gate voltage is held for some minutes, and then the threshold voltage is read again. My reasoning is this. The positive gate draws electrons to the channel. Some of them get trapped in the insulator. The trapped negative charge repels channel electrons, so more gate voltage is needed, and the threshold rises. Positive stress should therefore give a positive shift.

I am now told that mobile positive ions in the insulator can produce a negative shift under the same stress. I see two difficulties. The ions were in the insulator before the stress and are still there afterwards, so its total charge has not changed. Why should the threshold change at all? And if it does, what decides the sign, and could the effect amount to volts?

\section*{Answer}

Your account of electron trapping is right. The unsafe step is the passage from ``trapping raises the threshold'' to ``positive stress raises the threshold'', which assumes that trapping is the only process. As for the total charge, the threshold does not depend on it alone: it depends on where the charge sits.

\subsection*{How insulator charge enters the threshold}

Put the gate at $x=0$ and the channel at $x=d$, with an insulator of permittivity $\varepsilon$ between them. Everything is uniform in the plane. The field is $F=-d\phi/dx$, positive when it points from gate to channel, and $q>0$ is the elementary charge. Gate voltage is measured from flat band of the stack without insulator charge, so that
\begin{equation}
V_G=V_{\rm ins}+\psi_s,\qquad V_{\rm ins}=\phi(0)-\phi(d)=\int_0^d F\,dx ,
\label{eq:vg}
\end{equation}
where $\psi_s=\phi(d)$ is the potential at the channel face relative to neutral film. Define the threshold $V_T$ as the gate voltage at which the film holds a chosen number $n_{\rm th}$ of electrons per area.

This definition fixes the state of the film. Let the field vanish at its back face. Electron density increases with potential, so the curvature $\phi''$ in the film increases with $\phi$. If one solution lies above another at the back face, their difference starts with zero slope and positive curvature, and so stays positive throughout. The higher solution holds more electrons. Each $n_{\rm th}$ thus belongs to one solution and one $\psi_s$. Gauss's law for a film of thickness $t_f$ and donor density $N_D$ gives the field on the insulator side of the channel face:
\begin{equation}
\varepsilon F(d)=q\,(n_{\rm th}-N_Dt_f).
\label{eq:fd}
\end{equation}
At threshold, $\psi_s$ and $F(d)$ are therefore the same with and without charge in the insulator, provided the film itself has not changed.

In the insulator $dF/dx=\rho/\varepsilon$. Integrating back from the channel,
\begin{equation}
F(x)=F(d)-\frac1\varepsilon\int_x^d\rho(x')\,dx' .
\end{equation}
A second integration gives the voltage:
\begin{align}
V_{\rm ins}&=F(d)\,d-\frac1\varepsilon\int_0^d dx\int_x^d dx'\,\rho(x')\nonumber\\
&=F(d)\,d-\frac1\varepsilon\int_0^d dx'\,\rho(x')\int_0^{x'}dx\nonumber\\
&=F(d)\,d-\frac1\varepsilon\int_0^d x\,\rho(x)\,dx .
\label{eq:vins}
\end{align}
The order was exchanged in the second line: for given $x'$, the variable $x$ runs from $0$ to $x'$. Since $F(d)$ and $\psi_s$ are fixed, the last term is the whole effect of the charge:
\begin{equation}
\boxed{\;\Delta V_T=-\frac1\varepsilon\int_0^d x\,\Delta\rho(x)\,dx\;}
\label{eq:moment}
\end{equation}
The result does not contain $n_{\rm th}$. Every chosen density shifts by the same voltage, so the curve of electron density against gate voltage moves rigidly.

The factor $x$ has a simple meaning. Treat gate and channel as two metal plates at fixed voltage and insert a sheet of charge $Q$ per area at $x$. The added fields on its left and right obey
\begin{equation}
F_R-F_L=\frac{Q}{\varepsilon},\qquad xF_L+(d-x)F_R=0 .
\end{equation}
Substituting $F_L=F_R-Q/\varepsilon$ in the second relation gives $F_R=Qx/(\varepsilon d)$. The charge induced on the channel plate is $-\varepsilon F_R=-Qx/d$. A positive ion beside the gate is imaged almost wholly in the gate, and the channel hardly notices it. Beside the channel, it attracts almost its full charge in electrons, and less gate voltage is needed. The metal picture holds only while the film is accumulated: in the worked case below the channel gains about 95\% of $Qx/d$ at zero gate voltage, but almost nothing at $-3$~V, where the film is depleted and the charge only raises its potential. Equation~\eqref{eq:moment} does not rely on this picture. That is why moving a constant total charge matters.

\subsection*{Ions and trapped electrons}

Let $N$ positive ions per area, each of charge $q$, move from mean position $x_i$ to $x_f$ without leaving the insulator. The integral of $x\rho$ changes by $qN(x_f-x_i)$, hence
\begin{equation}
\Delta V_T=-\frac{qN}{\varepsilon}(x_f-x_i).
\label{eq:ions}
\end{equation}
Under positive stress the field drives them towards the channel, $x_f>x_i$, and the shift is negative. Its largest size, for travel from gate to channel, is $qN/C$ with $C=\varepsilon/d$ the capacitance per area.

Negative ions that were in the insulator from the start also lower the threshold. Their charge is $-q$ and they move towards the gate, so both factors in the product change sign:
\begin{equation}
\Delta V_T=-\frac{(-q)N}{\varepsilon}(x_f-x_i)=\frac{qN}{\varepsilon}(x_f-x_i)<0
\quad\text{for }x_f<x_i .
\end{equation}

This seems to clash with electron trapping, since a trapped electron is also a negative charge that has moved from the channel side towards the gate. The difference is its origin. It was not in the insulator before, and when the threshold is read the contacts refill the channel to $n_{\rm th}$. Split the trapping of $N_t$ electrons per area at $x_t$ into two stages: place them just inside the insulator at $x=d$, then move them to $x_t$. Equation~\eqref{eq:moment} gives
\begin{equation}
\Delta V_T=\underbrace{+\frac{qN_t}{\varepsilon}d}_{\text{entry}}
\;\underbrace{-\frac{qN_t}{\varepsilon}(d-x_t)}_{\text{motion to }x_t}
=+\frac{qN_tx_t}{\varepsilon}.
\label{eq:trap}
\end{equation}
The motion does lower the threshold, as for negative ions, but the entry raises it by more. In the limit $x_t\to0$ the electrons have reached the gate and the shift vanishes.

Because \eqref{eq:moment} is linear in the charge, the two processes add:
\begin{equation}
\Delta V_T=\frac{q}{\varepsilon}\bigl[N_tx_t-N(x_f-x_i)\bigr].
\label{eq:both}
\end{equation}
The sign is decided by the bracket. The shift is zero when $N_t=N(x_f-x_i)/x_t$.

\subsection*{How fast the ions move}

Let $n(x)$ now be the ion density, $\mu$ the ion mobility, $D$ the diffusion constant and $V$ the insulator voltage during stress. The ion flux is $j=\mu nF-D\,dn/dx$ and vanishes at both faces, which block the ions. Using $\partial n/\partial t=-\partial j/\partial x$ and integrating by parts, the mean position $\bar x$ obeys
\begin{equation}
\frac{d\bar x}{dt}=\frac1N\int_0^d j\,dx
=\mu\bar F-\frac DN\,[n(d)-n(0)],\qquad
\bar F=\frac1N\int_0^d nF\,dx .
\label{eq:mean}
\end{equation}
With $qn=\varepsilon\,dF/dx$ the mean field follows from the end values:
\begin{equation}
qN\bar F=\varepsilon\int_0^dF\frac{dF}{dx}dx
=\frac\varepsilon2\bigl[F(d)^2-F(0)^2\bigr]
=qN\,\frac{F(0)+F(d)}2 ,
\end{equation}
where the last step uses $\varepsilon[F(d)-F(0)]=qN$. Equation~\eqref{eq:vins} gives $F(d)=V/d+qN\bar x/(\varepsilon d)$, and $F(0)$ is smaller by $qN/\varepsilon$. Therefore
\begin{equation}
\bar F=\frac Vd+\frac{qN}{\varepsilon}\left(\frac{\bar x}{d}-\frac12\right).
\label{eq:fbar}
\end{equation}
The second term is the pull of the image charges of the ion layer, smeared over the plane: towards the gate in the first half of the path, towards the channel in the second. The attraction of each ion to its own image is left out. In the worked case below the ions are about 14~nm apart, and that attraction exceeds the smeared term within about 3~nm of the gate and 2~nm of the film. For a short-range cutoff of 0.25 to 0.5~nm it delays the mean position by up to about 1~nm, or 0.03~V, and leaves the final shift at $-2.20$~V.

While few ions touch either face, the wall term in \eqref{eq:mean} can be dropped. With $u=\bar x/d$, $\tau=d^2/(\mu V)$ and $s=qNd/(\varepsilon V)$,
\begin{equation}
\tau\frac{du}{dt}=w,\quad w=1+s\left(u-\tfrac12\right)
\;\Rightarrow\;\frac{dw}{dt}=\frac s\tau w
\;\Rightarrow\; w(t)=w(0)\,e^{st/\tau}.
\label{eq:rate}
\end{equation}
For $s\to0$, expanding the exponential to first order gives $u=u(0)+t/\tau$: uniform drift with transit time $\tau$.

\subsection*{A worked case}

Take 100~nm of silicon dioxide with relative permittivity 3.9, under a 30~nm oxide-semiconductor film with $10^{16}$ donors per cm$^3$, at 60~$^\circ$C. The insulator voltage in stress is 20~V, a field of 2~MV/cm. There are $5\times10^{11}$ ions per cm$^2$, initially spread over the 10~nm next to the gate, so $x_i=5$~nm. These are rough or round values. With $C=34.53$~nF/cm$^2$,
\begin{equation}
\frac{qN}{C}=\frac{0.0801~\mu{\rm C/cm^2}}{34.53~{\rm nF/cm^2}}=2.32~{\rm V}.
\end{equation}
For the mobility I use 1~cm$^2$/Vs times $e^{-E/k_BT}$ with an effective barrier $E=0.90$~eV. Since $k_BT/q=28.71$~mV, this gives $2.43\times10^{-14}$~cm$^2$/Vs and
\begin{equation}
\tau=\frac{(10^{-5}~{\rm cm})^2}{(2.43\times10^{-14}~{\rm cm^2/Vs})(20~{\rm V})}\approx206~{\rm s},
\qquad s=\frac{2.32}{20}=0.116 .
\end{equation}

A numerical drift-diffusion calculation, with the field recomputed as the ions move, gives these shifts from the state before stress:
\begin{center}
\begin{tabular}{rrr}
time (s) & $\bar x$ (nm) & $\Delta V_T$ (V)\\
60 & 33.2 & $-0.65$\\
120 & 62.3 & $-1.33$\\
180 & 90.7 & $-1.99$\\
600 & 99.7 & $-2.20$
\end{tabular}
\end{center}
These values use cells of 0.5~nm and steps of 0.5~s, which do not resolve the layer of ions at the channel, about $k_BT/qF\approx0.14$~nm thick. On meshes of 0.1~nm and finer the mean positions converge to 33.1, 62.1, 91.4 and 99.9~nm and the shifts to $-0.65$, $-1.33$, $-2.00$ and $-2.20$~V; the final threshold and the net shift quoted below then become $-1.95$~V and $-0.84$~V. The last line agrees with \eqref{eq:ions}: $-2.32\times(0.997-0.050)=-2.20$~V. The threshold, defined here by $10^{11}$ electrons per cm$^2$, falls from 0.25~V to $-1.94$~V. At zero gate voltage on this scale, which starts at flat band, the channel then holds more than the threshold density. If the flat-band voltage of the clean stack is itself near zero, the transistor has become normally on.

Equation~\eqref{eq:rate} at 60~s has $w(0)=1-0.116\times0.45=0.9478$ and $w=0.9478\,e^{0.0338}=0.9804$, which gives $\bar x=d\,[\tfrac12+(w-1)/s]=33.1$~nm. At 120~s it gives 62.1~nm. Both lie within 0.2~nm of the table; this gap is mesh error, and on a fine mesh it falls below 0.01~nm. At 180~s the formula would give 92.2~nm, above the converged 91.4~nm. That difference has the sign of the wall term in \eqref{eq:mean}, which slows the mean once ions pile up at the channel; the further drop to the tabulated 90.7~nm is numerical spreading.

The shifts in the table come from solving the nonlinear Poisson equation for the whole stack and searching for the threshold from its definition. The same solver tested \eqref{eq:moment} with sheets of $5\times10^{11}$ positive charges per cm$^2$ at 25, 50, 75 and 98~nm, for threshold densities of $10^{11}$ and $10^{12}$~cm$^{-2}$. All eight shifts agreed with the formula to within 1~$\mu$V. For negative ions starting in the 10~nm next to the channel, the shift after 600~s was again $-2.20$~V.

Now let $3\times10^{11}$ electrons per cm$^2$ also be trapped 2~nm from the channel. Alone they give
\begin{equation}
+2.32~{\rm V}\times\frac{3}{5}\times0.98=+1.36~{\rm V},
\end{equation}
and with the ions the net shift is $-0.83$~V. Real trapping has taken place, yet the threshold has fallen. Cancellation needs $5\times10^{11}\times94.7/98=4.8\times10^{11}$ trapped electrons per cm$^2$.

Temperature can reverse the outcome. At 25~$^\circ$C, with barrier and prefactor unchanged, $\tau$ is about 8200~s. In 600~s the ions cover roughly $600/8200=7\%$ of the thickness and contribute about $-0.16$~V. With the trapped density held at the same value, the net shift is about $+1.2$~V. This reversal rests on the assumed barrier: with 0.80~eV, $\tau$ at 25~$^\circ$C is about 170~s and the transit is complete within 600~s, and with about 0.66~eV, of the order reported for sodium drift in bulk silicon dioxide, it is under a second at both temperatures. In a real comparison trapping would change with temperature as well.

\subsection*{What the model leaves out}

The largest insulator field, 2.23~MV/cm, is well below a rough breakdown field of 10~MV/cm. A Fowler--Nordheim estimate with a rough 3.3~eV barrier gives about $10^{-23}$ tunnelled electrons per cm$^2$ in 600~s. That route cannot supply the trapped electrons, whose density is an input here. At threshold the peak electron density is below 1\% of the band density of states, so Boltzmann statistics serve. At a gate voltage of 20~V the electron density at the channel face is several times the band density of states, so Boltzmann statistics fail there: they give about 0.25~V across the film, Fermi--Dirac statistics about 0.28~V. The accumulation layer is also quantised, and a self-consistent effective-mass estimate with hard walls raises the drop to about 0.37~V. All three values are below 2\% of the total. Field-assisted hopping over a rough 0.5~nm would speed the ions up about 1.6 times. This shortens the transit but leaves the final shift at $-2.20$~V. At 25~$^\circ$C it changes the ion part from $-0.16$ to about $-0.28$~V and the net shift to about $+1.1$~V. The 0.14~nm layer at the channel is thinner than such a hop, so the final position is meaningful only to about a hop length, some 0.01~V in the shift.

Readout also disturbs the ions. At threshold, \eqref{eq:fd} and the mean of the two end fields give
\begin{equation}
\bar F=F(d)-\frac{qN}{2\varepsilon}=\frac q\varepsilon\left(n_{\rm th}-N_Dt_f-\frac N2\right),
\label{eq:read}
\end{equation}
which is negative here, so the ions drift back towards the gate. The wall term in \eqref{eq:mean} acts in the same direction: ions piled up at the channel diffuse away from it once the stress field is gone. In 5~s at threshold and 60~$^\circ$C the two together change the threshold by about $+0.01$~V, a small part of the 2.20~V. Most of this is diffusion; drift in the mean field alone would give about $+0.002$~V. The attraction of each ion to its own image in the film, left out here, would reduce the change further, to between about $+0.004$ and $+0.009$~V for a cutoff of 0.25 to 0.5~nm.

The same expression shows why a negative gate need not restore the device quickly. Once the film is empty of electrons, replace $n_{\rm th}$ by zero. If there are no holes, $\bar F$ is $-(q/\varepsilon)(N_Dt_f+N/2)$, about $-0.13$~MV/cm here, however negative the gate. That is some 15 times weaker than the stress field. The estimate is one-dimensional and does not apply near the contacts.

\subsection*{Comparison with real transistors}

The thicknesses, voltage and temperature are of the order used in stress tests of such transistors. The ion density is not typical of good oxide: clean thermal silicon dioxide can have roughly $10^{10}$ mobile ions per cm$^2$ or fewer. The same travel would then give only about $-0.04$~V, and modest trapping would make the net shift positive, which is the usual direction in well-made devices of this kind. The example stands for a contaminated or poorly processed insulator. The barrier is the least certain input: 0.1~eV more multiplies $\tau$ by $e^{0.1/0.0287}\approx33$. Real ions may also be held at the gate interface and released over a wide range of times. If half of them stay there, the shift is halved to about $-1.1$~V.

\subsection*{What a measured sign can tell you}

A negative shift after positive stress does not prove that ions moved. By \eqref{eq:moment}, positive charge entering from the gate and staying in the insulator has the same sign of effect. New donors in the film lower $F(d)$ in \eqref{eq:fd}, and with it the voltage needed across the insulator. In that case the film has changed, $\psi_s$ need not stay fixed, and neither \eqref{eq:moment} nor the rigid shift can be relied on. The same caution applies if ions cross into the film. A positive shift, equally, does not exclude mobile ions: it says that the positive contributions outweigh the negative ones. The numerical output below lists the values for this example.

\section*{Values computed for the example and the checks}
\begin{verbatim}
insulator thickness: 100 nm
insulator relative permittivity: 3.9
film thickness: 30 nm
film relative permittivity: 10
film donor density: 1.0e+16 cm^-3
temperature: 333.15 K
thermal voltage: 28.71 mV
voltage across insulator in stress: 20 V
mean stress field: 2.00 MV/cm
mobile ion density: 5.0e+11 cm^-2
mobile ion charge: 0.0801 uC/cm2
insulator capacitance: 34.53 nF/cm2
largest possible ion shift, size qN/C: 2.320 V
ion barrier (effective): 0.90 eV
ion mobility prefactor: 1.0 cm2/Vs
ion mobility: 2.43e-14 cm2/Vs
transit time tau: 206 s
self-field ratio s: 0.1160
electron density defining threshold: 1.0e+11 cm^-2
second density, for rigidity test: 1.0e+12 cm^-2
threshold without insulator charge: 0.370 V
threshold with ions near gate: 0.254 V
mean ion position at start: 5.00 nm
after 60 s: mean position 33.17 nm, shift -0.653 V
after 120 s: mean position 62.27 nm, shift -1.329 V
after 180 s: mean position 90.67 nm, shift -1.987 V
after 600 s: mean position 99.73 nm, shift -2.198 V
rate law at 60 s: mean position 33.08 nm
rate law at 120 s: mean position 62.12 nm
threshold after ion drift: -1.944 V
shift if the ions are negative: -2.198 V
trapped electron density: 3.0e+11 cm^-2
trapped electron position: 98 nm from gate
shift by trapped electrons alone: +1.364 V
shift by ions and trapped electrons: -0.834 V
trapped density that cancels ions: 4.83e+11 cm^-2
largest insulator field: 2.23 MV/cm
rough breakdown field: 10 MV/cm
rough electron barrier into oxide: 3.3 eV
log10 of electrons tunnelled per cm2 in 600 s: -23
peak electron density at threshold: 4.9e+16 cm^-3
band density of states (rough mass): 5.8e+18 cm^-3
film voltage drop at 20 V gate, Boltzmann: 0.25 V
threshold change during 5 s readout: +0.012 V
rough ion hop length: 0.5 nm
speed-up by field-assisted hopping: 1.59 times
transit time at 298.15 K: 8168 s
\end{verbatim}
